# Pulay Forces from the Overlap and Energy-Weighted Density Matrices: a numerical check

```python
"""Pulay forces for atom-centred basis functions, tested on the MgO molecule.

Result under test (atomic units, closed shells, self-consistent orbitals):
  force on atom A = Hellmann-Feynman force + Pulay force
  Pulay force = -2 sum_{m on A, n} P_mn <d_A chi_m| f |chi_n>
                +2 sum_{m on A, n} W_mn <d_A chi_m|chi_n>
P: density matrix, W: energy-weighted density matrix, S: overlap matrix,
f: Fock or Kohn-Sham operator, chi: basis functions, d_A: derivative with
respect to the position of atom A. The bond lies along z: Mg at 0, O at R.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, cc, lib
from pyscf.data.elements import MASSES

lib.num_threads(1)
HARTREE_EV = constants.physical_constants['Hartree energy in eV'][0]
BOHR_NM = constants.physical_constants['Bohr radius'][0] * 1e9
FORCE = HARTREE_EV / BOHR_NM          # hartree/bohr -> eV/nm


def molecule(distance, basis='6-31g*', cart=False):
    return gto.M(atom=[['Mg', (0, 0, 0)], ['O', (0, 0, distance)]],
                 unit='Bohr', basis=basis, cart=cart, verbose=0)


def solve(mol, dm0=None, xc=None, field=0.0):
    """Self-consistent solution; field adds field*z to the Hamiltonian."""
    if xc is None:
        mf = scf.RHF(mol)
        mf.conv_tol_grad = 1e-7
    else:
        mf = dft.RKS(mol)
        mf.xc = xc
        mf.grids.level = 3
        mf.conv_tol_grad = 1e-5
    mf.conv_tol = 1e-9
    mf.max_cycle = 60
    if field:
        h_field = mf.get_hcore() + field * mol.intor('int1e_r')[2]
        mf.get_hcore = lambda *args: h_field
    mf.kernel(dm0=dm0)
    if not mf.converged:
        second_order = mf.newton()
        second_order.kernel(mf.mo_coeff, mf.mo_occ)
        mf = second_order
    assert mf.converged
    return mf


def weighted_density(mf):
    c = mf.mo_coeff
    return (c * (mf.mo_occ * mf.mo_energy)) @ c.T


def moving_function_matrices(mol, P, ks=None):
    """z parts of <d chi_m|f|chi_n> and <d chi_m|chi_n>; d chi = -grad chi."""
    P = np.asarray(P)
    d_overlap = -mol.intor('int1e_ipovlp')[2]
    d_fock = -(mol.intor('int1e_ipkin') + mol.intor('int1e_ipnuc'))[2]
    # Coulomb and exchange matrices with the first function differentiated
    coulomb, exchange = scf.RHF(mol).nuc_grad_method().get_jk(mol, P)
    d_fock = d_fock + coulomb[2]
    if ks is None:
        d_fock = d_fock - 0.5 * exchange[2]
    else:
        ao = dft.numint.eval_ao(mol, ks.grids.coords, deriv=1)
        rho = np.sum((ao[0] @ P) * ao[0], axis=1)
        v_xc = dft.libxc.eval_xc(ks.xc, rho, spin=0, deriv=1)[1][0]
        weight = ks.grids.weights * np.asarray(v_xc).ravel()
        d_fock = d_fock - ao[3].T @ (weight[:, None] * ao[0])
    return d_fock, d_overlap


def force_parts(mol, P, W, matrices):
    """Rows: Mg, O. Columns: Hellmann-Feynman, Hamiltonian part, overlap part."""
    d_fock, d_overlap = matrices
    z, charge = mol.atom_coords()[:, 2], mol.atom_charges()
    parts = np.zeros((2, 3))
    for a in range(2):
        b = 1 - a
        with mol.with_rinv_origin(mol.atom_coord(a)):
            grad_inv = mol.intor('int1e_iprinv')[2]
        nuclear = charge[a] * charge[b] * (z[a] - z[b]) / abs(z[a] - z[b])**3
        parts[a, 0] = nuclear + 2 * charge[a] * np.sum(P * grad_inv)
        lo, hi = mol.aoslice_by_atom()[a, 2:4]
        parts[a, 1] = -2 * np.sum(P[lo:hi] * d_fock[lo:hi])
        parts[a, 2] = 2 * np.sum(W[lo:hi] * d_overlap[lo:hi])
    return parts


def parts_of(mf, ks=None):
    P = np.asarray(mf.make_rdm1())
    matrices = moving_function_matrices(mf.mol, P, ks)
    return force_parts(mf.mol, P, weighted_density(mf), matrices)


def show(label, value, unit='eV/nm', fmt='.3f'):
    print(f'{label}: {value:{fmt}} {unit}', flush=True)


# ---- main calculation -------------------------------------------------
bond_nm = 0.180
R = bond_nm / BOHR_NM
mol = molecule(R)
mf = solve(mol)
P, W = np.asarray(mf.make_rdm1()), weighted_density(mf)
F = np.asarray(mf.get_fock(dm=P))
parts = parts_of(mf)
total = parts.sum(axis=1)

h = 0.002
plus, minus = solve(molecule(R + h), P), solve(molecule(R - h), P)
slope = (plus.e_tot - minus.e_tot) / (2 * h)
assert abs(total[1] + slope) < 2e-5
assert abs(total[0] - slope) < 2e-5
assert abs(total.sum()) < 1e-5
assert abs(parts[:, 0].sum()) > 1e-3      # Hellmann-Feynman alone fails
assert np.allclose(W, 0.5 * P @ F @ P, atol=1e-5)

# Response identity from differenced density and overlap matrices
dP = np.asarray(plus.make_rdm1() - minus.make_rdm1()) / (2 * h)
dS = (plus.get_ovlp() - minus.get_ovlp()) / (2 * h)
response, overlap_side = np.sum(F * dP), -np.sum(W * dS)
assert abs(response - overlap_side) < 5e-5
assert abs(response) > 1e-3

# Hellmann-Feynman part: move the bare O charge through the frozen density
step = 2e-4


def bare_charge_energy(shift):
    position = np.array([0.0, 0.0, R + shift])
    with mol.with_rinv_origin(position):
        attraction = -8 * np.sum(P * mol.intor('int1e_rinv'))
    return attraction + 12 * 8 / (R + shift)


bare_force = -(bare_charge_energy(step) - bare_charge_energy(-step)) / (2 * step)
assert abs(bare_force - parts[1, 0]) < 2e-5

print('MgO molecule, RHF/6-31G*; positive force points from Mg to O')
show('Bond length', bond_nm, 'nm')
show('Total energy', mf.e_tot * HARTREE_EV, 'eV')
for a, name in enumerate(('Mg', 'O')):
    show(f'{name} Hellmann-Feynman force', parts[a, 0] * FORCE)
    show(f'{name} Pulay, Hamiltonian part', parts[a, 1] * FORCE)
    show(f'{name} Pulay, overlap part', parts[a, 2] * FORCE)
    show(f'{name} Pulay force', parts[a, 1:].sum() * FORCE)
    show(f'{name} total force', total[a] * FORCE)
show('O total force', total[1], 'hartree/bohr', '.6f')
show('O force from energy differences', -slope * FORCE)
show('O bare-charge force, frozen density', bare_force * FORCE)
show('Sum of Hellmann-Feynman forces', parts[:, 0].sum() * FORCE)
show('Tr(F dP/dR)', response * FORCE)
show('-Tr(W dS/dR)', overlap_side * FORCE)

# ---- Kohn-Sham form, local density approximation -----------------------
ks = solve(mol, P, 'lda,vwn')
ks_parts = parts_of(ks, ks)
ks_density = np.asarray(ks.make_rdm1())
h_ks = 0.01
ks_energy = [solve(molecule(R + s * h_ks), ks_density, 'lda,vwn').e_tot
             for s in (1, -1)]
ks_difference = -(ks_energy[0] - ks_energy[1]) / (2 * h_ks)
assert abs(ks_parts[1].sum() - ks_difference) < 5e-4   # finite grid
show('LDA O Pulay force', ks_parts[1, 1:].sum() * FORCE)
show('LDA O total force', ks_parts[1].sum() * FORCE)
show('LDA O force from energy differences', ks_difference * FORCE)

# ---- add the derivatives of the basis functions to the basis -----------
small_basis, large_basis = {}, {}
for atom in ('Mg', 'O'):
    shells = gto.basis.load('sto-3g', atom)
    added = []
    for shell in shells:
        # d/dx changes l by one; normalized primitives gain sqrt(exponent)
        primitives = [[e, c * np.sqrt(e)] for e, c in shell[1:]]
        added.append([shell[0] + 1] + primitives)
        if shell[0] > 0:
            added.append([shell[0] - 1] + primitives)
    small_basis[atom], large_basis[atom] = shells, shells + added


def residuals_and_parts(solution):
    """|<d chi_m| f - eps_i |psi_i>| for all m and occupied i; force parts."""
    density = np.asarray(solution.make_rdm1())
    matrices = moving_function_matrices(solution.mol, density)
    occupied = solution.mo_occ > 0
    c = solution.mo_coeff[:, occupied]
    residual = (matrices[0] @ c
                - (matrices[1] @ c) * solution.mo_energy[occupied])
    return np.abs(residual), force_parts(
        solution.mol, density, weighted_density(solution), matrices)


small = solve(molecule(R, small_basis, True))
large = solve(molecule(R, large_basis, True))
# Find the original functions: the normalized overlap is 1 only for identical
# functions. Cartesian d functions do not have unit norm, hence the division.
cross = gto.intor_cross('int1e_ovlp_cart', small.mol, large.mol)
norm_small = np.sqrt(np.diag(small.get_ovlp()))
norm_large = np.sqrt(np.diag(large.get_ovlp()))
cross = cross / norm_small[:, None] / norm_large[None, :]
original = np.argmax(cross, axis=1)
assert np.allclose(cross.max(axis=1), 1, atol=1e-8)
assert len(set(original)) == small.mol.nao
res_base, small_parts = residuals_and_parts(small)
res_all, large_parts = residuals_and_parts(large)
res_small, res_original = res_base.max(), res_all[original].max()
assert res_original < 2e-5 and res_small > 1e-2 and res_all.max() > 1e-3
pulay_small = np.abs(small_parts[:, 1:].sum(axis=1)).sum()
pulay_large = np.abs(large_parts[:, 1:].sum(axis=1)).sum()
assert pulay_large < 0.5 * pulay_small
show('STO-3G functions', int(small.mol.nao), '(count)', 'd')
show('STO-3G plus derivatives', int(large.mol.nao), '(count)', 'd')
show('Largest residual, STO-3G', res_small, 'a.u.', '.3e')
show('Same functions, enlarged basis', res_original, 'a.u.', '.3e')
show('Added functions, enlarged basis', res_all.max(), 'a.u.', '.3e')
for name, p in (('STO-3G', small_parts), ('Enlarged', large_parts)):
    show(f'{name} Mg Pulay force', p[0, 1:].sum() * FORCE)
    show(f'{name} O Pulay force', p[1, 1:].sum() * FORCE)

# ---- imperfect density: orders of the energy and force errors ----------
errors = []
for field in (1e-3, 5e-4):
    P_bad = np.asarray(solve(mol, P, field=field).make_rdm1())
    F_bad = np.asarray(mf.get_fock(dm=P_bad))
    bad = force_parts(mol, P_bad, 0.5 * P_bad @ F_bad @ P_bad,
                      moving_function_matrices(mol, P_bad))
    errors.append((mf.energy_tot(dm=P_bad) - mf.e_tot,
                   bad[1].sum() - total[1]))
energy_ratio = errors[0][0] / errors[1][0]
force_ratio = errors[0][1] / errors[1][1]
assert abs(energy_ratio - 4) < 0.4 and abs(force_ratio - 2) < 0.2
show('Energy error, perturbed density', errors[0][0] * HARTREE_EV, 'eV', '.3e')
show('O force error, perturbed density', errors[0][1] * FORCE, fmt='.3e')
show('Energy error ratio on halving', energy_ratio, '(ratio)')
show('Force error ratio on halving', force_ratio, '(ratio)')

# ---- energy minimum and the cost of dropping the Pulay term ------------
shifts = np.array([0.0, -0.08, -0.16])
forces = [total[1]] + [parts_of(solve(molecule(R + s), P))[1].sum()
                       for s in shifts[1:]]
curve = np.polyfit(shifts, forces, 2)       # parabola through three forces
roots = np.roots(curve)
root = roots[np.argmin(np.abs(roots + 0.08))]
assert abs(np.imag(root)) < 1e-12
root = float(np.real(root))
R_eq = R + root
stiffness = -np.polyval(np.polyder(curve), root)
assert stiffness > 0
at_min = parts_of(solve(molecule(R_eq), P))
near = [solve(molecule(R_eq + s * h), P).e_tot for s in (1, -1)]
slope_min = (near[0] - near[1]) / (2 * h)
assert abs(at_min[1].sum()) < 1e-4          # interpolation error
assert abs(at_min[1].sum() + slope_min) < 2e-5
show('Bond length at energy minimum', R_eq * BOHR_NM, 'nm', '.5f')
show('O total force there', at_min[1].sum() * FORCE)
show('Mg Hellmann-Feynman force there', at_min[0, 0] * FORCE)
show('O Hellmann-Feynman force there', at_min[1, 0] * FORCE)

# ---- sizes of neglected effects ---------------------------------------
h_cc = h
cc_energies = []
for reference in (plus, minus):
    coupled = cc.CCSD(reference, frozen=6)
    coupled.conv_tol, coupled.conv_tol_normt = 1e-9, 1e-6
    coupled.max_cycle = 200
    coupled.kernel()
    assert coupled.converged
    cc_energies.append((coupled.e_tot, coupled.e_tot + coupled.ccsd_t()))
cc_force = -(np.array(cc_energies[0]) - np.array(cc_energies[1])) / (2 * h_cc)
show('CCSD/6-31G* O force', cc_force[0] * FORCE)
show('CCSD(T)/6-31G* O force', cc_force[1] * FORCE)

triple_basis = {atom: [shell for shell in gto.basis.load('def2-tzvp', atom)
                       if shell[0] < 3] for atom in ('Mg', 'O')}
triple = parts_of(solve(molecule(R, triple_basis)))
show('def2-TZVP without f, O Pulay force', triple[1, 1:].sum() * FORCE)
show('def2-TZVP without f, O total force', triple[1].sum() * FORCE)

temperature = 600.0
kT = constants.k * temperature / constants.e / HARTREE_EV
amu = constants.atomic_mass / constants.m_e
reduced_mass = amu * MASSES[12] * MASSES[8] / (MASSES[12] + MASSES[8])
quantum = np.sqrt(stiffness / reduced_mass)
rms_force = np.sqrt(stiffness * quantum / 2 / np.tanh(quantum / (2 * kT)))
show('Rough growth temperature', temperature, 'K', '.0f')
show('Bond stiffness', stiffness * HARTREE_EV / BOHR_NM**2, 'eV/nm^2', '.1f')
show('Vibrational quantum', quantum * HARTREE_EV, 'eV', '.4f')
show('RMS harmonic force at that temperature', rms_force * FORCE)
print('checks complete')
```

Output:

```
MgO molecule, RHF/6-31G*; positive force points from Mg to O
Bond length: 0.180 nm
Total energy: -7464.666 eV
Mg Hellmann-Feynman force: 551.407 eV/nm
Mg Pulay, Hamiltonian part: -480.494 eV/nm
Mg Pulay, overlap part: -60.677 eV/nm
Mg Pulay force: -541.172 eV/nm
Mg total force: 10.236 eV/nm
O Hellmann-Feynman force: 188.788 eV/nm
O Pulay, Hamiltonian part: -259.701 eV/nm
O Pulay, overlap part: 60.677 eV/nm
O Pulay force: -199.023 eV/nm
O total force: -10.236 eV/nm
O total force: -0.019905 hartree/bohr
O force from energy differences: -10.235 eV/nm
O bare-charge force, frozen density: 188.788 eV/nm
Sum of Hellmann-Feynman forces: 740.195 eV/nm
Tr(F dP/dR): -60.677 eV/nm
-Tr(W dS/dR): -60.677 eV/nm
LDA O Pulay force: -106.892 eV/nm
LDA O total force: -13.983 eV/nm
LDA O force from energy differences: -13.979 eV/nm
STO-3G functions: 14 (count)
STO-3G plus derivatives: 50 (count)
Largest residual, STO-3G: 1.696e+01 a.u.
Same functions, enlarged basis: 3.087e-08 a.u.
Added functions, enlarged basis: 2.295e+01 a.u.
STO-3G Mg Pulay force: -552.985 eV/nm
STO-3G O Pulay force: -558.061 eV/nm
Enlarged Mg Pulay force: 68.056 eV/nm
Enlarged O Pulay force: 3.214 eV/nm
Energy error, perturbed density: 1.377e-03 eV
O force error, perturbed density: 1.208e+00 eV/nm
Energy error ratio on halving: 4.029 (ratio)
Force error ratio on halving: 2.003 (ratio)
Bond length at energy minimum: 0.17380 nm
O total force there: -0.034 eV/nm
Mg Hellmann-Feynman force there: 602.212 eV/nm
O Hellmann-Feynman force there: 205.122 eV/nm
CCSD/6-31G* O force: -0.674 eV/nm
CCSD(T)/6-31G* O force: -5.119 eV/nm
def2-TZVP without f, O Pulay force: -108.896 eV/nm
def2-TZVP without f, O total force: -14.290 eV/nm
Rough growth temperature: 600 K
Bond stiffness: 2060.2 eV/nm^2
Vibrational quantum: 0.0945 eV
RMS harmonic force at that temperature: 11.603 eV/nm
checks complete
```
